\section*{Why Stacking Turns the Direct Gap of MoS2 into an Indirect One}

\section{The result}

In a single layer of MoS$_2$ the highest valence state lies at the corner $K$ of the Brillouin zone, directly below the lowest conduction state. The valence edge at the centre $\Gamma$ lies only slightly lower. When a second layer is added, the valence states of the two layers mix and split. Without spin--orbit coupling, the shift of the upper state is, to first order in the coupling across the gap,
\begin{equation}
T=\tfrac12 wX ,
\label{eq:T}
\end{equation}
where $w$ is the weight of sulphur $p$ orbitals in the monolayer state and $X$ is the sum of sulphur--sulphur hoppings across the gap, with their Bloch phases. At $\Gamma$ the sulphur part is $p_z$, which points at the next layer. At $K$ it is a smaller, in-plane $p$ part, which points past it. In the model below $T$ is 0.286~eV at $\Gamma$ and 0.031~eV at $K$. The first exceeds the initial lead of $K$, about 0.10~eV, so the valence maximum moves to $\Gamma$. The conduction minimum is not at $\Gamma$, and the gap is therefore indirect.

The valence state at $K$ consists mainly of in-plane metal $d$ orbitals. Had it no other component, it would hardly feel the next layer. Its small splitting comes from the sulphur part.

\section{The model and what it assumes}

Each layer has a triangular lattice of Mo atoms with lattice constant $a$. Around each Mo, three S atoms lie at height $+u$ and three at $-u$, at the lateral positions $\boldsymbol\delta_j$ with $|\boldsymbol\delta_j|=a/\sqrt3$ and azimuths $\varphi_j=90^\circ,210^\circ,330^\circ$. I use $a=0.316$~nm and $u=0.158$~nm. In the 2H stack treated here, alternate layers are turned by $180^\circ$ about the vertical, and Mo sits over S. The facing sulphur planes are $0.30$~nm apart.

A layer keeps the orbitals that are even under reflection in its Mo plane, namely $d_{z^2}$, $d_{x^2-y^2}$ and $d_{xy}$, together with all sulphur $p$ orbitals. Mo--S hopping has the Slater--Koster amplitudes $V_\sigma=-2.0$~eV and $V_\pi=1.2$~eV. Hopping across the gap is between facing S atoms, with $U_\sigma=1.0$~eV and $U_\pi=-0.2$~eV at the nearest distance. Metal--metal hopping within a layer and S--S hopping within one sulphur plane are absorbed into the orbital energies at $\Gamma$ and at $K$. Hopping between the two sulphur planes of a layer is absorbed only for the combination of upper and lower S orbitals that joins the monolayer valence state. The other combination is given the same level, a simplification that affects the bilayer beyond first order. These are round values in the rough regime of MoS$_2$, not a first-principles calculation.

Three facts are inputs. The valence maximum is contested by $\Gamma$ and $K$ alone; the monolayer is direct at $K$; and the conduction minimum is never at $\Gamma$. The last is taken from the real material, not from the model: the levels given to the other $d$ orbitals are placeholders, and taken literally they would put the lowest conduction state at $\Gamma$. The valence edges computed here do not depend on them. Energies are measured from the monolayer valence edge at $\Gamma$. Before spin--orbit coupling the monolayer edge at $K$ is put at $0.03$~eV.

\section{Which sulphur orbital joins the valence state}

Label orbitals by their angular momentum $m$ about the vertical: $d_{z^2}$ has $m=0$, the combinations $d_{\pm2}=(d_{x^2-y^2}\pm i d_{xy})/\sqrt2$ have $m=\pm2$, $p_z$ has $m'=0$, and $p_\pm=(p_x\pm ip_y)/\sqrt2$ have $m'=\pm1$. Turning a bond to azimuth $\varphi_j$ multiplies the amplitude $\langle p_{m'}|V|d_m\rangle$ by $e^{i(m-m')\varphi_j}$. The Bloch phase for hopping from S to Mo is $e^{-i\mathbf k\cdot\boldsymbol\delta_j}$. At $\Gamma$ it is 1. At $K=(4\pi/3a,0)$ the products $\mathbf K\cdot\boldsymbol\delta_j$ are $0,-2\pi/3,2\pi/3$, so
\begin{equation}
e^{-i\mathbf K\cdot\boldsymbol\delta_j}=-i\,e^{i\varphi_j}.
\end{equation}
The three bonds thus add up to
\begin{equation}
\sum_j e^{i(m-m'+q)\varphi_j},\qquad q=0\ (\Gamma),\quad q=1\ (K).
\end{equation}
Since the azimuths differ by $120^\circ$, the sum has magnitude 3 if $m-m'+q$ is a multiple of 3, and vanishes otherwise.

At $\Gamma$, $d_{z^2}$ therefore couples to $p_z$ and not to $p_\pm$. At $K$, $d_{-2}$ couples to $p_-$, because $-2+1+1=0$, and not to $p_z$ or $p_+$. These are the two valence states. The opposite corner follows by time reversal.

\subsection{Size of the coupling}

Let $\hat r$ point along $\boldsymbol\delta_j$ and $\hat t$ be the horizontal direction at right angles to it. The unit vector to the upper S atom is $\hat e=l\hat r+n\hat z$; here $n^2=0.4286$ and $l^2=0.5714$. With $\hat f=-n\hat r+l\hat z$, perpendicular to $\hat e$,
\begin{equation}
\hat z=n\hat e+l\hat f,\qquad \hat r=l\hat e-n\hat f .
\end{equation}
Write $x_e$, $x_f$, $x_t$ for the coordinates along these axes and $\rho$ for the distance from the atom. The $\sigma$ orbital of the bond is $(3x_e^2-\rho^2)/2$, and the $\pi$ orbitals are $\sqrt3x_ex_f$ and $\sqrt3x_ex_t$. Inserting $z=nx_e+lx_f$ in $d_{z^2}=(3z^2-\rho^2)/2$ gives the $\sigma$ coefficient $(3n^2-1)/2=n^2-l^2/2$ and the $\pi$ coefficient $\sqrt3nl$. As $p_z$ has components $n$ and $l$,
\begin{equation}
\langle p_z|V|d_{z^2}\rangle=n\left[(n^2-\tfrac12l^2)V_\sigma+\sqrt3\,l^2V_\pi\right].
\end{equation}

For the in-plane orbitals, $\frac{\sqrt3}{2}(x_r^2-x_t^2)$ with $x_r=lx_e-nx_f$ has coefficients $\frac{\sqrt3}{2}l^2$ and $-nl$, while $\sqrt3x_rx_t$ has coefficient $l$ on $\sqrt3x_ex_t$. Hence
\begin{align}
A&=\langle p_r|V|d_{r^2-t^2}\rangle=\tfrac{\sqrt3}{2}l^3V_\sigma+n^2l\,V_\pi,\\
B&=\langle p_t|V|d_{rt}\rangle=l\,V_\pi .
\end{align}
The cross terms vanish by reflection $t\to-t$. For $p_-$ and $d_{-2}$ the factors $\pm i$ multiply to $+1$, so the amplitude is $(A+B)/2$, and $n^2l=l-l^3$.

Three bonds give a factor 3. The normalized pair of upper and lower S orbitals that has the right reflection symmetry gives $\sqrt2$. The total couplings are
\begin{align}
h_\Gamma&=3\sqrt2\,n\left[(n^2-\tfrac12l^2)V_\sigma+\sqrt3l^2V_\pi\right],\\
h_K&=\frac{3}{\sqrt2}\left[\tfrac{\sqrt3}{2}l^3V_\sigma+(2l-l^3)V_\pi\right].
\end{align}
Numerically, $h_\Gamma=2.778\,(-0.286+1.188)=2.505$~eV and $h_K=2.121\,(-0.748+1.296)=1.162$~eV. Reversing the bond direction would change the sign of $h$, which has no effect below.

\subsection{Sulphur weight}

With metal level $\varepsilon$ and sulphur level $E_p$, the amplitudes obey $(E-\varepsilon)c_d=hc_p$ and $(E-E_p)c_p=hc_d$. The second equation gives $c_p/c_d=h/(E-E_p)$, and normalization then gives
\begin{equation}
w=\frac{h^2}{h^2+(E-E_p)^2}.
\end{equation}
The valence state is the upper, antibonding solution. I take $E_p=-4.0$~eV at $\Gamma$ and $-3.0$~eV at $K$, and choose $\varepsilon$ so that $E$ is the stated monolayer edge. Then
\begin{equation}
w_\Gamma=\frac{6.276}{6.276+16.00}=0.282,\qquad
w_K=\frac{1.350}{1.350+9.181}=0.128 .
\end{equation}
Half of each weight sits on either face of the layer.

\section{Hopping across the gap}

An S atom on top of the first layer has three nearest S atoms in the next, displaced sideways by $-\boldsymbol\delta_j$ and upward by $0.30$~nm. The distance is $0.351$~nm, and the squared vertical and lateral direction cosines are $N^2=0.730$ and $L^2=0.270$. For $p$ orbitals along $\mathbf v$ and $\mathbf v'$ and a bond along $\hat e$,
\begin{equation}
\langle \mathbf v|U|\mathbf v'\rangle=(\mathbf v^*\!\cdot\hat e)(\mathbf v'\!\cdot\hat e)(U_\sigma-U_\pi)+\mathbf v^*\!\cdot\mathbf v'\,U_\pi .
\label{eq:pp}
\end{equation}

At $\Gamma$ both orbitals are $p_z$ and the three bonds add in phase. With $N^2+L^2=1$,
\begin{equation}
X_\Gamma=3(N^2U_\sigma+L^2U_\pi)=3(0.730-0.054)=2.028\ \text{eV}.
\end{equation}

At $K$ the second layer is turned, so its Mo--S vectors are $-\boldsymbol\delta_j$ and its Bloch factor turns as $e^{-i\varphi_j}$. The selection rule has $q=-1$, and its valence state is $d_{+2}$ with $p_+$. Across the gap $p_-$ must therefore hop to $p_+$. In (\ref{eq:pp}), $\mathbf v^*\cdot\mathbf v'=\frac12(1+i^2)=0$, and the two projections on the bond multiply to $L^2/2$. The azimuthal factor $e^{2i\varphi_j}$ times the Bloch factor $-ie^{i\varphi_j}$ is $-ie^{3i\varphi_j}$, the same for all three bonds. Up to a phase,
\begin{equation}
X_K=\tfrac32L^2(U_\sigma-U_\pi)=1.5\times0.270\times1.2=0.486\ \text{eV}.
\end{equation}
The bonds do not cancel; the coupling is small because the bonds are steep: their squared lateral cosine $L^2$, which sets the size of $X_K$, is only $0.270$.

The same counting settles the conduction states at $K$, which are mostly $d_{z^2}$. They carry $p_+$ in the first layer and $p_-$ in the second. The phase is now $e^{-2i\varphi_j}e^{i\varphi_j}=e^{-i\varphi_j}$, and the sum is zero. Stacking does not split this edge at first order.

\section{The bilayer}

The amplitude of a layer state on its inner face is $\sqrt{w/2}$. Two such amplitudes and the hopping $X$ give the matrix element $T=wX/2$ of (\ref{eq:T}). Two equal levels coupled by $T$ move to $E_0\pm T$. The numbers are
\begin{align}
T_\Gamma&=\tfrac12(0.2817)(2.028)=0.286\ \text{eV},\\
T_K&=\tfrac12(0.1282)(0.486)=0.031\ \text{eV}.
\end{align}
The ratio 9.2 is a product of 2.2 from the sulphur weights and 4.2 from the hopping sums. In this model the direction of the orbitals matters more than their weight.

Since $X_\Gamma$ is not small beside the $4$~eV between the valence edge and the sulphur level, first order needs checking. The twofold rotation about the $x$ axis exchanges the layers and leaves both $\Gamma$ and $K$ in place. In a state that is even or odd under it, the two inner sulphur orbitals combine to a level $E_p\pm X$, while the outer ones stay at $E_p$. Each is coupled to the metal by $h/\sqrt2$:
\begin{align}
(E-\varepsilon)c_d&=\tfrac{h}{\sqrt2}(c_{\rm out}+c_{\rm in}),\\
(E-E_p)c_{\rm out}&=\tfrac{h}{\sqrt2}c_d,\\
(E-E_p\mp X)c_{\rm in}&=\tfrac{h}{\sqrt2}c_d .
\end{align}
Eliminating the sulphur amplitudes gives
\begin{equation}
E-\varepsilon=\frac{h^2}{2}\left[\frac1{E-E_p}+\frac1{E-E_p\mp X}\right].
\end{equation}
At $\Gamma$ the upper solutions are $0.439$ and $-0.204$~eV, a splitting of $0.643$~eV against the first-order $0.571$~eV. Their mean has risen by $0.118$~eV: the other states in this block lie below the valence edge, and at second order they push it up. At $K$ the splitting is $0.063$~eV. Diagonalizing the full bilayer Hamiltonian, built bond by bond, reproduces these levels.

\subsection{Spin--orbit coupling reduces the rise at $K$}

For a given spin, spin--orbit coupling shifts $d_{+2}$ and $d_{-2}$ in opposite directions. The two layers use opposite members of this pair at $K$, so their levels are $\bar E\pm\lambda$, where $\lambda=(1-w_K)\,0.085=0.074$~eV for an assumed shift of $0.085$~eV in a pure $d$ orbital. With coupling $T$ the determinant condition $(E-\bar E)^2-\lambda^2=T^2$ gives
\begin{equation}
E=\bar E\pm\sqrt{\lambda^2+T^2}.
\end{equation}
For $T\ll\lambda$ the gain is only $T^2/2\lambda$, because the layers are out of resonance. Half the computed splitting, $0.032$~eV, and the mean, $0.034$~eV, give an upper edge of $0.115$~eV, in agreement with the full diagonalization. The monolayer value is $0.104$~eV. The $\Gamma$ state has $m=0$ and no such shift; spin-flip terms are left out.

The $\Gamma$ edge thus goes from $0.104$~eV below the $K$ edge to $0.324$~eV above it.

\section{More layers}

At $\Gamma$ and for weak coupling, each layer contributes one state with amplitude $a_j$, and, measured from $E_0$,
\begin{equation}
E a_j=T(a_{j-1}+a_{j+1}),\qquad a_0=a_{M+1}=0
\end{equation}
for $M$ layers. The trial form $a_j=\sin j\theta$ gives $E=2T\cos\theta$, and the far boundary requires $\theta=\pi\nu/(M+1)$ with integer $\nu$. The top level is $2T\cos[\pi/(M+1)]$: $T$ for two layers, $\sqrt2\,T$ for three, and $2T$ in the limit of many.

At the bulk edge every sulphur orbital belongs to a pair at $E_p+X$, so both terms of the bilayer equation take that form:
\begin{equation}
E-\varepsilon=\frac{h^2}{E-E_p-X}.
\end{equation}
With $\varepsilon=-1.569$~eV this gives $E=0.743$~eV at $\Gamma$, since $2.312\times2.715=6.28$. Forty layers reach $0.742$~eV. The edges from full diagonalization, in eV, are:

\begin{center}
\begin{tabular}{cccc}
Layers & $\Gamma$ & $K$ & $\Gamma-K$\\
1 & 0.000 & 0.104 & $-0.104$\\
2 & 0.439 & 0.115 & $+0.324$\\
3 & 0.587 & 0.125 & $+0.462$\\
4 & 0.649 & 0.127 & $+0.522$
\end{tabular}
\end{center}

The largest step is the first. In the weak-coupling law the rise from one layer to two is already half of the total.

\section{Cause and limits}

If the $p_z$ hopping across the gap is removed and all else is kept, the bilayer edges are $0.000$~eV at $\Gamma$ and $0.115$~eV at $K$. The order of the monolayer survives, so in this model the $p_z$ channel is what moves the maximum.

Pulling the layers apart has the same effect. Let the hopping fall as $e^{-\Delta r/0.07\,\text{nm}}$ with the S--S distance, and hold the layers themselves fixed. The two edges are then level when the sulphur planes are $0.402$~nm apart, a widening of $0.102$~nm. Beyond that the valence maximum is back at $K$. The decay length is a chosen value, and the threshold depends on it: it is $0.372$~nm for a decay length of $0.05$~nm and $0.450$~nm for $0.10$~nm. These values keep only the three nearest S--S bonds; with all farther S--S neighbours across the gap the thresholds become $0.376$, $0.418$ and $0.498$~nm for decay lengths of $0.05$, $0.07$ and $0.10$~nm.

A large spin--orbit shift could also keep the maximum at $K$. With the other parameters fixed, the bilayer $K$ edge would have to reach $0.439$~eV, so that $\sqrt{\lambda^2+T^2}\approx0.40$~eV. This needs $\lambda\approx0.40$~eV, over five times the value used here.

Several omissions can be sized. Adding S--S neighbours farther across the gap raises the splittings to $0.717$~eV at $\Gamma$ and $0.075$~eV at $K$, and the lead of $\Gamma$ from $0.324$ to $0.382$~eV. Including $d_{xz}$ and $d_{yz}$ at an assumed $1.5$~eV changes the $K$ splitting by about $0.001$~eV. For direct contact between metal orbitals, the nearest Mo--Mo distance across the gap is $0.642$~nm; with the same decay length, hopping is reduced to about $0.016$ of its S--S value. Mo--S hopping across the gap starts at $0.458$~nm and matters more: if the Mo--S amplitudes used within a layer are continued outwards with the same decay length, the lead of $\Gamma$ falls from $0.324$ to about $0.24$~eV ($0.246$~eV with the vertical Mo--S bond alone, $0.239$~eV with farther shells included). Hopping between the two sulphur planes of one layer can act either way. Extending the law used across the gap to their distance of $0.316$~nm gives a $\sigma$ hopping of $1.65$~eV. Hold the monolayer edges fixed, and also the level of the sulphur combination that joins the valence state. The other combination then comes closer to the valence edge at $\Gamma$; half of this hopping raises the lead to $0.42$~eV and all of it to $0.88$~eV. If instead $E_p$ is taken as the level before this hopping acts, with the same monolayer edges, the joining combination moves down and has less weight in the valence state. The lead then falls to $0.25$~eV and $0.22$~eV. Each of these changes, taken alone, leaves $\Gamma$ on top, but they can add up: Mo--S hopping across the gap together with the full in-layer S--S hopping in the second reading leaves a lead of $0.13$~eV. The lead also rests on the chosen strength of the hopping across the gap. It vanishes if $U_\sigma$ and $U_\pi$ are both scaled by $0.32$. For $U_\sigma=0.55$~eV, $U_\pi=-0.04$~eV and a decay length of $0.058$~nm it is $0.10$~eV, and the two additions just named reduce it to about $0.01$~eV. The size of the lead is therefore not a prediction for the real material. At 300~K the thermal energy is $0.026$~eV, a quarter of the monolayer lead of $K$ and less than a tenth of the bilayer lead of $\Gamma$.

\section{Beside the real material}

In real MoS$_2$ the spin splitting of the $K$ valence edge is roughly $0.15$~eV, close to $2\lambda=0.148$~eV here, and the bilayer splitting at $\Gamma$ is several tenths of an eV, as in the model. The monolayer offset between $\Gamma$ and $K$ is of order $0.1$~eV and sensitive to strain. Real samples also depart from the fixed 2H registry and spacing: a twist or trapped residue can put the sulphur planes farther apart. In the model, with the hopping and decay length chosen here and the 2H registry kept, about $0.1$~nm of extra space cancels the whole $0.32$~eV lead of $\Gamma$; with the weaker hopping set above, $0.044$~nm is enough. A twist also changes the directions of the S--S bonds and, at $K$, their Bloch phases, which the model does not treat, so it does not say whether a real twisted bilayer becomes direct.

The conduction band has its own response to stacking. A valley called $Q$, about midway between $\Gamma$ and $K$, moves down as layers are added and holds the bulk minimum. This model does not describe $Q$, nor changes in screening or lattice relaxation, so it does not predict the size of the gap. It does account for the change of type: with the valence maximum at $\Gamma$, a conduction minimum at either $K$ or $Q$ makes the gap indirect. An electron and a hole at the band edges then differ in crystal momentum, and their radiative recombination needs a phonon or a defect to supply the difference. The numerical output lists the main values used above.

\section*{Calculated quantities}
\begin{verbatim}
Lattice constant, S height, S-S gap: 0.316, 0.158, 0.30 nm
Mo-S hopping sigma, pi: -2.0, 1.2 eV
S-S interlayer hopping sigma, pi: 1.0, -0.2 eV; decay 0.07 nm
S p level at Gamma, K: -4.0, -3.0 eV
Monolayer edge without spin-orbit, Gamma, K: 0.0, 0.03 eV
Mo-S bond: 0.2413 nm; n^2 = 0.4286, l^2 = 0.5714
S-S distance across gap: 0.3511 nm; N^2 = 0.7300, L^2 = 0.2700
Gamma: Mo-S Bloch coupling h = 2.5052 eV
Gamma: dressed d level = -1.5690 eV
Gamma: sulphur p weight w = 0.2817
Gamma: S-S Bloch coupling X = 2.0280 eV
Gamma: first-order T = 0.2857 eV, 2T = 0.5714 eV
Gamma: full bilayer edges -0.2037, 0.4393 eV
Gamma: full bilayer splitting 0.6429 eV
K: Mo-S Bloch coupling h = 1.1619 eV
K: dressed d level = -0.4155 eV
K: sulphur p weight w = 0.1282
K: S-S Bloch coupling X = 0.4860 eV
K: first-order T = 0.0311 eV, 2T = 0.0623 eV
K: full bilayer edges 0.0027, 0.0662 eV
K: full bilayer splitting 0.0635 eV
Ratio T_Gamma/T_K: 9.17
  from weights 2.20, from bond sums 4.17
Ratio of full splittings: 10.13
First-order K conduction coupling below 1e-9 eV: True
Spin-orbit: pure d shift 0.085 eV, K valence lambda 0.0741 eV
Bilayer K top: full 0.1150 eV, root formula 0.1151 eV
1 layer(s): Gamma top -0.0000, K top 0.1043, Gamma-K -0.1043 eV
2 layer(s): Gamma top 0.4393, K top 0.1150, Gamma-K +0.3243 eV
3 layer(s): Gamma top 0.5868, K top 0.1248, Gamma-K +0.4620 eV
4 layer(s): Gamma top 0.6487, K top 0.1272, Gamma-K +0.5215 eV
Gamma top, 40 layers: 0.7417 eV; bulk formula: 0.7428 eV
Bilayer without pz channel: Gamma 0.0000, K 0.1150 eV
S-S gap where Gamma and K tops are equal: 0.4024 nm
  widening needed: 0.1024 nm
Farther S-S neighbours: Gamma splitting 0.7174 eV
Farther S-S neighbours: K splitting 0.0746 eV
Farther S-S neighbours: Gamma-K +0.3820 eV
With xz, yz at 1.5 eV: K splitting 0.0626 eV
Mo-Mo distance across gap: 0.6424 nm
  decay factor relative to S-S: 0.0156
Thermal energy at 300 K: 0.0259 eV
\end{verbatim}
